Orbital and Spin Sum Rules for 2p to d Circular Dichroism, part 2

Sum rules turn circular dichroism areas at the L₂ and L₃ edges into d-shell moments; the question is when they fail. In the algebra ħ = 1, and z lies along the beam.

For each electron, n is the unit position vector, and l and s are the orbital and spin operators. Light of type q couples through D_q = Σ r C_q, with

C₊₁ = −(n_x + i n_y)/√2,  C₀ = n_z,  C₋₁ = (n_x − i n_y)/√2.

I_q is the integrated 2p to d absorption after division by the photon energy; X = I₊ − I₋ and A = I₊ + I₀ + I₋. Subscripts 3 and 2 mark L₃ (core hole j = 3/2) and L₂ (j = 1/2). R is the radial dipole integral and n_h the number of d holes. Summed over d electrons, the moments are L = ⟨L_z⟩, S = ⟨S_z⟩ and the magnetic dipole term T = ⟨T_z⟩; S_e = S + 7T/2. For spin along z, one electron contributes (2/7)(l_z² − 2)s_z to T. The results are

A = (2/5)R² n_h,  X₃ + X₂ = −(1/5)R² L,  X₃ − 2X₂ = −(4/15)R² S_e,  (14)

L = −2n_h (X₃ + X₂)/A,  S_e = −(3/2) n_h (X₃ − 2X₂)/A.  (15)

Absorption is the empty-shell value minus what the d electrons block. In units of R², the strength into orbital m is (m+1)(m+2)/30 for q = +1, (m−1)(m−2)/30 for q = −1 and (4−m²)/15 for q = 0.

P_d, P_p, P_3/2 and P_1/2 project on the d shell, the core p orbitals and the two core levels; P_3/2 − 2P_1/2 = 2 l·s. The tensor N_ab = P_d n_a P_p n_b P_d has trace 2/5 and antisymmetric part (i/10)Σ_c ε_abc l_c, with ε_abc the antisymmetric symbol. Also [l_k, n_b] = i Σ_c ε_kbc n_c.

R cancels in (15) only if R² is the same in every term, which assumes the following:

1. R is equal for the 2p₃/₂ and 2p₁/₂ levels.
2. R does not vary with energy across the empty d states.
3. R is equal for both spin directions.
4. R is equal for all five d orbitals.
5. R does not depend on the many-electron term of the final state.
6. The p to s channel, which has its own radial integral, is absent or has been subtracted.

The second assumption is the natural one to question in a muffin-tin description. There the d wave inside the sphere depends on energy, to first order as φ(r,ε) = φ_ν(r) + (ε − ε_ν) φ̇_ν(r), where ε_ν is a chosen energy and the dot marks the energy derivative. The radial integral inherits this form, R(ε) = R_ν + (ε − ε_ν)Ṙ_ν. In a mean-field picture without the potential of the core hole, each final state is one empty orbital of energy ε, and its contribution is R²(ε) times the angular factor already derived. Let n_h(ε) be the density of d holes in energy and ℓ_h(ε) the density of L_z of the empty orbitals. Then

X₃ + X₂ = (1/5) ∫ R²(ε) ℓ_h(ε) dε,  A = (2/5) ∫ R²(ε) n_h(ε) dε.

The sign is positive here because the holes are counted, whose total L_z is −L. The sum rule thus returns a moment weighted by R²(ε). The weighting matters when the magnetic holes and the bulk of the empty d states lie at different energies; if both have the same distribution in energy, it cancels. The same expressions show why the upper limit of integration matters. Empty d waves far above the edge contribute to A, and n_h has a meaning only after a rule has been fixed for separating them from the valence d shell.

The p to s channel can be assessed in the same manner. For an s orbital, C_q†|s⟩ is a p orbital with squared norm 1/3, the angular average of |C_q|². With n_s holes in the s shell and radial integral R_s, this adds R_s² n_s/3 to each I_q. It cancels in X₃ + X₂ but raises A by R_s² n_s, so that the orbital moment comes out too small in magnitude. The spin rule is affected in its numerator as well: if the s electrons carry a spin S_s along z, they add (4/3)R_s² S_s to X₃ − 2X₂. If the site symmetry lets s mix with the d orbital of m = 0, interference terms appear in the separate I_q and in X₃ − 2X₂. They drop out of A and of X₃ + X₂, because a scalar or vector operator cannot connect l = 0 with l = 2.

The effect of unequal core levels requires the total intensity of each edge. For this the isotropic counterpart of the spin operator is needed, the sum over q without the sign factor. Moving l_k to the right as before,

Σ_a n_a l_k n_a = (Σ_a N_aa) l_k + i Σ_ac ε_kac N_ac.

The trace contributes (2/5)l_k. The antisymmetric part of N contributes i·(i/10)·2 l_k = −l_k/5. The sum is l_k/5, and contraction with 2s_k gives (2/5) l·s. Since this has no trace over the d shell,

A₃ − 2A₂ = −(2/5) R² Λ,  Λ = ⟨Σ l·s⟩,  (16)

with the sum taken over d electrons. When Λ vanishes, the edges have the ratio A₃ : A₂ = 2 : 1 of the number of core electrons. If j is a good quantum number of the core hole and R is the same for all transitions, a departure from this ratio shows that Λ is not zero, so that spin and orbital motion are correlated in the d shell. Spin-orbit coupling in that shell is the usual cause, but Λ can also be nonzero without it when spin and orbital moment are both polarized.

Let κ = R²(2p₁/₂)/R²(2p₃/₂), and measure intensities in units of R²(2p₃/₂). For equal radial integrals write x = X₃ + X₂ and y = X₃ − 2X₂, so that X₂ = (x − y)/3. In the same way A₂ = (2/15)(n_h + Λ), from (14) and (16). An unequal radial integral multiplies X₂ and A₂ by κ. Adding the changes gives

x′ = x + (κ−1)(x−y)/3 = −(1/15)[3L + (κ−1)(L − 4S_e/3)],
y′ = y − 2(κ−1)(x−y)/3 = −(4/45)[3S_e − (κ−1)(3L/2 − 2S_e)],
A′ = (2/15)[3n_h + (κ−1)(n_h + Λ)].

Inserted into (15), these yield the apparent moments

L′ = n_h [3L + (κ−1)(L − 4S_e/3)]/Δ,
S_e′ = n_h [3S_e − (κ−1)(3L/2 − 2S_e)]/Δ,
Δ = 3n_h + (κ−1)(n_h + Λ).  (17)

Spin leaks into the orbital moment and the reverse. For an ion with L = 0 but S_e ≠ 0, the orbital rule reports a small false moment of sign opposite to S_e if κ > 1. The same formulas describe a cross-section that has not been divided by the photon energy, when the variation of that energy within one edge is neglected: κ is then the ratio of the two edge energies.

A spin-dependent potential at the site makes R depend on spin, and this can create a signal even if the net d spin is zero. Take holes that are collinear and evenly spread over m, with h↑ and h↓ holes of the two spins, and let R² be multiplied by 1 + η for spin up and by 1 − η for spin down. The quadrupole term has zero average over m, and counting holes instead of electrons gives

X₃ − 2X₂ = (2/15) R² [(1+η)h↑ − (1−η)h↓],
A = (2/5) R² [(1+η)h↑ + (1−η)h↓].

Let p = (h↓ − h↑)/n_h = 2S/n_h be the polarization, so that h↑ = n_h(1−p)/2 and h↓ = n_h(1+p)/2. The first bracket becomes n_h(η − p) and the second n_h(1 − ηp). According to (15) the apparent polarization is −3(X₃ − 2X₂)/A, hence

p′ = (p − η)/(1 − pη).  (18)

For η = 0.05 and four holes with S = 1.00 ħ, p = 0.50 is seen as 0.45/0.975 = 0.46, and the spin as 0.92 ħ. For the same contrast and no polarization at all, the rule reports −0.10 ħ. An error of this kind cannot be expressed as a percentage of the spin, and for a given η it weighs most where moments are small and holes are many.

Another normalization replaces A by (3/2)(I₊ + I₋), which spares the measurement with q = 0. The neglected quantity follows from the angular strengths,

(4−m²)/15 − (m²+2)/30 = (2−m²)/10.

Its trace over the shell is zero, since Σ_m m² = 10 = 5·2. Therefore

I₀ − (I₊ + I₋)/2 = −(R²/10) ⟨Σ(2 − l_z²)⟩.  (19)

The right-hand side is a charge quadrupole of the d shell. The replacement is harmless when this quadrupole along z vanishes, as for a cubic charge distribution, and biased when it does not.

The remaining condition concerns the core hole and affects the spin rule alone. Coulomb interaction V between the core hole and the d shell mixes j = 3/2 with j = 1/2, so that the states collected in one edge no longer have a pure j. If ζ_p is the core spin-orbit constant, a hole in j = 3/2 has energy −ζ_p/2 and a hole in j = 1/2 has energy +ζ_p. The separation is 3ζ_p/2, with L₃ at the lower photon energy. To first order in V, every state of the lower group acquires a part from the upper group, divided by the negative energy difference −3ζ_p/2. The projector on the lower group changes accordingly:

P̃_3/2 = P_3/2 − (2/(3ζ_p)) (P_3/2 V P_1/2 + P_1/2 V P_3/2).

Energies within the d shell are neglected against ζ_p here. They commute with the core projectors and enter at second order. With D_q taken at R = 1, define

M = Σ_q q ⟨D_q† (P_3/2 V P_1/2 + P_1/2 V P_3/2) D_q⟩.

Then X₃ changes by −2M/(3ζ_p) and X₂ by the opposite amount, since the two projectors still add up to one. The orbital rule is untouched. The combination X₃ − 2X₂ changes by −2M/ζ_p, and with A = 2n_h/5 equation (15) turns this into

δS_e = c₁/ζ_p + c₂/ζ_p² + …,  c₁ = (15/2) M.  (20)

The coefficient c₁ was compared with direct diagonalization for all 45 eigenstates of the d⁸ model described next, and it agrees in the limit of large ζ_p. Overlap of the edges acts in a similar way. If a dichroic area δ is assigned to L₂ instead of L₃, the orbital sum stays the same, but X₃ − 2X₂ changes by −3δ.

The model is an ion with eight d electrons, hence two holes, and round parameters that belong to no particular material. The Slater integrals within the d shell are F² = 10 eV and F⁴ = 6 eV. The d spin-orbit constant is 0.1 eV, the cubic splitting 10Dq is −0.5 eV (the sign of a tetrahedral site), and an axial field adds −1.0 eV times the angular function C²₀ = (3n_z² − 1)/2. An exchange field adds −2b s_z for each electron, with b = 0.1 eV. In the final state ζ_p = 10 eV, and the p-d interaction has F² = 6 eV, G¹ = 5 eV and G³ = 3 eV. Ligand hybridization, charge transfer, lifetime broadening and the continuum are absent. The numbers therefore test the rules within this model and predict no measured spectrum.

The ground state lies 0.18 eV below the next level. Its moments are L = 2.393, S = 0.991 and T = 0.152 in units of ħ, so that

S_e = 0.9912 + 3.5 × 0.1524 = 1.525.

More than a third of the spin combination comes from the magnetic dipole term. Most of this term reflects the axial shape of the hole distribution: the charge quadrupole found below, ⟨Σ(2 − l_z²)⟩ = 0.90, would give T = (2/7)(1/2)(0.90) = 0.13 if both holes had spin down along z.

Consider first the spectrum without p-d multiplet coupling. In units of R², the L₃ edge has I₋ = 0.4820, I₀ = 0.2028 and I₊ = 0.0274, and the L₂ edge has 0.0540, 0.0039 and 0.0299. The differences are X₃ = −0.4546 and X₂ = −0.0240, and the total is A = 0.8000, which equals (2/5)·2. Equation (15) gives

L = −4 × (−0.4786)/0.8000 = 2.393,
S_e = −3 × (−0.4546 + 0.0480)/0.8000 = 1.525,

in agreement with the ground state. The edge totals are A₃ = 0.712 and A₂ = 0.088. Their combination A₃ − 2A₂ = 0.537 matches −(2/5)Λ with Λ = −1.342 ħ². The ratio of the edges is about 8 instead of 2, a consequence of the strong alignment of spin and orbit among the holes.

With multiplet coupling switched on, the areas shift to X₃ = −0.45636 and X₂ = −0.02225. Their sum is unchanged, and the orbital moment is again 2.393. The spin rule now returns

S_e = −3 × (−0.45636 + 0.04450)/0.8000 = 1.544,

which is 1.3 % above the true combination. If T were known and subtracted, the absolute error of 0.020 ħ would fall entirely on the spin and amount to 2.0 % of it.

This small error should not be generalized. As ζ_p is raised from 10 to 20 and 40 eV, the error of S_e falls from 1.3 % to 0.28 % and 0.05 %, faster than 1/ζ_p, and at 400 eV it has changed sign. Equation (20) accounts for this. For the present ground state c₁ = −0.022 ħ eV, while the coefficient extracted from the spectra at large ζ_p is c₂ = 2.08 ħ eV². At ζ_p = 10 eV the two terms are −0.002 ħ and +0.021 ħ, so the second-order term dominates. They balance near ζ_p = 2.08/0.022 ≈ 95 eV, which lies in the interval where the sign changes. The smallness of c₁ results from a near cancellation: in this state the p-d integrals F², G¹ and G³ contribute 1.162, −1.377 and 0.193 ħ eV, so it depends on their values as well as on the state. The largest value among the 45 eigenstates is 5.59 ħ eV, for which the first-order estimate at ζ_p = 10 eV is an error of 0.56 ħ; that state lies 3.1 eV above the ground state, and its full error at 10 eV is 0.61 ħ. For a ground-state example, take 10Dq = +1 eV (octahedral) with no axial field and the other parameters unchanged: then c₁ = −0.82 ħ eV and S_e comes out 8 % too low at ζ_p = 10 eV. A spin from the sum rule therefore needs a correction, or an error estimate, computed for the ground state in question.

The other biases can be put beside it. With κ = 1.05 and no multiplet coupling, Δ = 6 + 0.05 × (2 − 1.342) = 6.033, and (17) gives

L′ = 2 × [7.179 + 0.05 × (2.393 − 2.033)]/6.033 = 2.386,
S_e′ = 2 × [4.574 − 0.05 × (3.590 − 3.049)]/6.033 = 1.507,

errors of −0.3 % and −1.1 % relative to the true values. These errors are much smaller than 5 % because κ acts only on the L₂ share of each area, which in this ion is 0.088 of the total 0.800 and −0.024 of the dichroic sum −0.479. A weak L₂ edge is not needed for a small spin error: for L = 0 and Λ = 0, with the edges in the ratio 2 : 1, equation (17) gives S_e′ = (3.10/3.05) S_e, an error of +1.6 %. In that case it also gives a false orbital moment of −0.022 S_e, which is a large relative error when L is small. The change raises A by 0.55 %, raises |X₃ + X₂| by 0.25 % and lowers |X₃ − 2X₂| by 0.59 %, so for the spin combination the two shifts add. The charge quadrupole does more harm. Here I₀ − (I₊ + I₋)/2 = −0.090 R², so (3/2)(I₊ + I₋) is 0.890 R² instead of 0.800 R². The orbital moment obtained with it is 2.393 × 0.800/0.890 = 2.15, too small by 10 %. The numerical output lists these quantities to more digits than a comparison with experiment could use; the extra digits serve to check the identities.

Computed values

```
MODEL d8 ION, input energies in eV
F2dd, F4dd = 10.0, 6.0 eV
F2pd, G1pd, G3pd = 6.0, 5.0, 3.0 eV
spin-orbit zeta_d, zeta_p = 0.1, 10.0 eV
cubic splitting 10Dq (tetrahedral sign) = -0.5 eV
axial field, coefficient of C(2,0) = -1.0 eV
exchange field b in -2 b s_z = 0.1 eV
GROUND STATE (moments in hbar)
gap to first excited state = 0.1847 eV
number of d holes = 2.0000
<Lz> = 2.39304
<Sz> = 0.99116
<Tz> = 0.15240
<Sz> + 7/2 <Tz> = 1.52455
<sum l.s> = -1.34173 hbar^2
INTEGRATED INTENSITIES in R^2, columns q = -1, 0, +1
no p-d multiplet, L3: 0.48202  0.20279  0.02743
no p-d multiplet, L2: 0.05395  0.00388  0.02993
no p-d multiplet, X3, X2, A: -0.45459  -0.02402  0.80000
with p-d multiplet, L3: 0.48625  0.20299  0.02989
with p-d multiplet, L2: 0.04972  0.00368  0.02747
with p-d multiplet, X3, X2, A: -0.45636  -0.02225  0.80000
edge gap without, with multiplet = 13.686, 11.440 eV
MOMENTS FROM THE SPECTRA (hbar)
no multiplet: Lz = 2.39304, Sz + 7/2 Tz = 1.52455
with multiplet: Lz = 2.39304, Sz + 7/2 Tz = 1.54449
zeta_p = 10 eV: Sz + 7/2 Tz = 1.544490, error = 1.3081 %
zeta_p = 20 eV: Sz + 7/2 Tz = 1.528875, error = 0.2838 %
zeta_p = 40 eV: Sz + 7/2 Tz = 1.525329, error = 0.0512 %
zeta_p = 400 eV: Sz + 7/2 Tz = 1.524506, error = -0.0027 %
zeta_p = 800 eV: Sz + 7/2 Tz = 1.524523, error = -0.0016 %
ground state, error at 400 eV / error at 800 eV = 1.7310
ground state, first-order coefficient c1 = -0.02197 hbar eV
ground state, second-order coefficient c2 = 2.076 hbar eV^2
largest c1 among the d8 eigenstates = 5.58648 hbar eV
  its error at 4000 eV / error at 8000 eV = 2.00029
BROKEN ASSUMPTIONS
I0 - (I+ + I-)/2 = -0.09000 R^2
Lz with A replaced by 3/2 (I+ + I-) = 2.15105 hbar
kappa = R^2(2p1/2)/R^2(2p3/2) = 1.05
  apparent Lz = 2.38595, Sz + 7/2 Tz = 1.50727 hbar
eta, up-down contrast of R^2 = 0.05; four spherical holes
  polarization 0.50 seen as 0.46154; Sz 1.00 seen as 0.92308 hbar
  polarization 0.00 seen as -0.05000; Sz 0.00 seen as -0.10000 hbar
```
